# One temperature or two for ions drifting with charge exchange?: verification in Python

```python
# RESULT UNDER TEST
# Ions of mass M drift in a uniform field E through their parent gas. Charge
# exchange at constant frequency nu replaces the ion velocity by that of a gas
# atom. Then, with drift speed v_d = eE/(M nu) and gas temperature T_g,
#   k T_L = k T_g + M v_d^2   (along the field),
#   k T_T = k T_g             (across the field; zero in cold gas).
# Temperatures are velocity variances times M, taken in the drift frame.
# Reduced units in the tests: acceleration eE/M = 1, collision frequency = 1,
# M = 1; theta is k T_g in these units.
import numpy as np
from scipy import constants as const
from scipy.stats import norm

rng = np.random.default_rng(12345)


def cold_gas_distribution(h=0.02, cells=1500):
    """Finite-volume steady state of df/dv = -f for v > 0, resets to v = 0."""
    A = np.eye(cells)
    i = np.arange(1, cells - 1)
    A[i, i + 1] = 1 / (2 * h)
    A[i, i - 1] = -1 / (2 * h)
    A[-1, -2] = -1 / (2 * h)          # closed upper wall, far in the tail
    A[-1, -1] = 1 - 1 / (2 * h)
    A[0, :] = h                       # normalization
    rhs = np.zeros(cells)
    rhs[0] = 1
    return (np.arange(cells) + 0.5) * h, h * np.linalg.solve(A, rhs)


def gas_velocities(n, theta):
    return np.sqrt(theta) * rng.standard_normal((n, 3))


def summarize(sums, count):
    """Drift speed, longitudinal and transverse temperature from raw sums."""
    mean_z, square_z, square_t = np.array(sums) / count
    return mean_z, square_z - mean_z**2, square_t


def simulate_constant_frequency(theta, elastic, n=100000, burn=25, keep=40):
    """Total frequency 1; a fraction 'elastic' scatters isotropically in the
    centre-of-mass frame, the rest is charge exchange. States just before
    Poisson events sample the time average."""
    v = gas_velocities(n, theta)
    sums = np.zeros(3)
    for step in range(burn + keep):
        v[:, 2] += rng.exponential(size=n)
        if step >= burn:
            sums += [v[:, 2].sum(), (v[:, 2]**2).sum(),
                     0.5 * (v[:, :2]**2).sum()]
        w = gas_velocities(n, theta)
        new = w
        if elastic > 0:
            direction = rng.standard_normal((n, 3))
            direction /= np.linalg.norm(direction, axis=1)[:, None]
            speed = np.linalg.norm(v - w, axis=1)[:, None]
            scattered = 0.5 * (v + w) + 0.5 * speed * direction
            new = np.where(rng.random(n)[:, None] < elastic, scattered, w)
        v = new.copy()
    return summarize(sums, n * keep)


def simulate_constant_cross_section(theta, path, g_max, n=50000,
                                    burn=80, keep=80):
    """Charge exchange at frequency g/path, g = relative speed. Trial events
    come at the constant rate g_max/path and are accepted with g/g_max."""
    v = gas_velocities(n, theta)
    sums = np.zeros(3)
    for step in range(burn + keep):
        v[:, 2] += rng.exponential(path / g_max, size=n)
        if step >= burn:
            sums += [v[:, 2].sum(), (v[:, 2]**2).sum(),
                     0.5 * (v[:, :2]**2).sum()]
        w = gas_velocities(n, theta)
        g = np.linalg.norm(v - w, axis=1)
        assert g.max() < g_max
        hit = rng.random(n) < g / g_max
        v[hit] = w[hit]
    return summarize(sums, n * keep)


def swarm_variances(duration, theta, n=100000):
    """Position variances along and across the field, pure charge exchange."""
    x, z = np.zeros(n), np.zeros(n)
    left = np.full(n, float(duration))
    while left.max() > 0:
        dt = np.minimum(rng.exponential(size=n), left)
        v = gas_velocities(n, theta)
        x += v[:, 0] * dt
        z += v[:, 2] * dt + 0.5 * dt**2
        left -= dt
    return np.array([z.var(), x.var()])


def transverse_share(r):
    """(k T_T - k T_g)/(M v_d^2), r = elastic/exchange frequency ratio."""
    return r / (6 + 4.5 * r)


# ---------- worked example: inputs (SI internally) ----------
mass = 40 * const.atomic_mass
pressure_torr, gas_T, length = 0.1, 300.0, 0.05
field = 1000.0                        # V/m
rate_coefficient = 1e-15              # m^3/s
e, k = const.e, const.k
density = pressure_torr * const.torr / (k * gas_T)
nu = density * rate_coefficient
v_d = e * field / (mass * nu)
field_T = mass * v_d**2 / k           # M v_d^2 as a temperature
theta_example = gas_T / field_T

# ---------- tests ----------
# Exponential law in cold gas, from the discretized kinetic equation
speed, weight = cold_gas_distribution()
fv_mean = weight @ speed
fv_variance = weight @ speed**2 - fv_mean**2
fv_tail = weight[speed > 3].sum()
assert abs(fv_mean - 1) < 1e-3        # discretization error is of order h^2
assert abs(fv_variance - 1) < 1e-3
assert abs(fv_tail - np.exp(-3)) < 1e-3

# Temperatures from particle simulation, with and without elastic collisions
results = []
for theta, elastic in [(0.0, 0.0), (theta_example, 0.0), (0.3, 0.5),
                       (0.0, 1.0)]:
    drift, T_L, T_T = simulate_constant_frequency(theta, elastic)
    expected_drift = 1 / (1 - elastic / 2)
    share = (transverse_share(elastic / (1 - elastic)) if elastic < 1
             else 1 / 4.5)
    scale = expected_drift**2
    assert abs(drift / expected_drift - 1) < 0.01      # sampling noise
    assert abs(T_L - theta - scale * (1 - 2 * share)) < 0.015 * scale
    assert abs(T_T - theta - scale * share) < 0.005 * scale
    trace = (T_L + 2 * T_T - 3 * theta) / drift**2
    assert abs(trace - 1) < 0.02
    results.append((theta, elastic, (T_L - theta) / drift**2,
                    (T_T - theta) / drift**2, trace))

# Diffusion coefficients equal temperature/(M nu), direction by direction
t_short, t_long = 10, 30
D_sim = ((swarm_variances(t_long, theta_example)
          - swarm_variances(t_short, theta_example))
         / (2 * (t_long - t_short)))
assert abs(D_sim[0] / (1 + theta_example) - 1) < 0.04  # sampling noise
assert abs(D_sim[1] / theta_example - 1) < 0.04

# Constant cross section in cold gas: half-Gaussian value pi/2 - 1
cs_drift, cs_T_L, cs_T_T = simulate_constant_cross_section(0.0, 1.0, 7.0)
cs_ratio = cs_T_L / cs_drift**2
assert abs(cs_drift / np.sqrt(2 / np.pi) - 1) < 0.01
assert abs(cs_ratio / (np.pi / 2 - 1) - 1) < 0.03

# ---------- worked example: results ----------
T_long, T_trans = gas_T + field_T, gas_T
T_scalar = (T_long + 2 * T_trans) / 3
transit = length / v_d


def spread_mm(T):
    return 1e3 * np.sqrt(2 * k * T / (mass * nu) * transit)


# Neglected effect 1: elastic scattering as frequent as charge exchange
r = 1.0
v_el = v_d / (1 + r / 2)
field_T_el = mass * v_el**2 / k
T_L_el = gas_T + field_T_el * (1 - 2 * transverse_share(r))
T_T_el = gas_T + field_T_el * transverse_share(r)

# Neglected effect 2: constant cross section in the warm gas, matched to nu
# at the rms relative speed of the constant-frequency model
g_rms = np.sqrt(2 + 6 * theta_example)
w_drift, w_T_L, w_T_T = simulate_constant_cross_section(
    theta_example, g_rms, 10.0)
assert abs(w_T_T / theta_example - 1) < 0.1
sigma = rate_coefficient / (g_rms * v_d)

print("INPUTS")
print(f"ion and atom mass: {mass / const.atomic_mass:.0f} u")
print(f"pressure: {pressure_torr:.1f} Torr")
print(f"gas temperature: {gas_T:.0f} K")
print(f"field: {field / 100:.0f} V/cm")
print(f"tube length: {length * 100:.0f} cm")
print(f"exchange rate coefficient: {rate_coefficient * 1e6:.1e} cm3/s")
print("DRIFT")
print(f"gas density: {density * 1e-6:.3e} cm^-3")
print(f"reduced field E/N: {field / density / 1e-21:.0f} Td")
print(f"exchange frequency: {nu:.3e} s^-1")
print(f"drift speed v_d: {v_d:.1f} m/s")
print(f"mean flight v_d/nu: {v_d / nu * 1e3:.3f} mm")
print(f"transit time: {transit * 1e6:.1f} us")
print(f"exchanges per transit: {nu * transit:.0f}")
print(f"tube voltage: {field * length:.0f} V")
print("TEMPERATURES")
print(f"M v_d^2: {k * field_T / e:.4f} eV")
print(f"M v_d^2 / k: {field_T:.0f} K")
print(f"directed energy M v_d^2/2: {k * field_T / e / 2:.4f} eV")
print(f"k T_g: {k * gas_T / e:.4f} eV")
print(f"k T_g/(M v_d^2): {theta_example:.4f}")
print(f"longitudinal T_L: {T_long:.0f} K")
print(f"transverse T_T: {T_trans:.0f} K")
print(f"scalar T_s: {T_scalar:.0f} K")
print("SWARM SPREAD (rms, at mean transit time)")
print(f"sideways, true: {spread_mm(T_trans):.2f} mm")
print(f"sideways, from T_s: {spread_mm(T_scalar):.2f} mm")
print(f"along field, true: {spread_mm(T_long):.2f} mm")
print(f"along field, from T_s: {spread_mm(T_scalar):.2f} mm")
print("COLD GAS: TRUE LAW AND SCALAR MAXWELLIAN")
print(f"finite-volume mean/v_d: {fv_mean:.4f}")
print(f"finite-volume variance/v_d^2: {fv_variance:.4f}")
print(f"ions above 3 v_d, finite volume: {100 * fv_tail:.2f} %")
print(f"ions above 3 v_d, exp(-3): {100 * np.exp(-3):.2f} %")
print(f"same, Maxwellian at T_s: {100 * norm.sf(2 * np.sqrt(3)):.3f} %")
print(f"backward, Maxwellian at T_s: {100 * norm.cdf(-np.sqrt(3)):.2f} %")
print("SIMULATION: (T-T_g) over M v_d^2: L, T, trace")
for theta, elastic, a_L, a_T, trace in results:
    print(f"theta {theta:.3f}, elastic fraction {elastic:.1f}: "
          f"{a_L:.3f}, {a_T:.3f}, {trace:.3f}")
print(f"D_L simulated/formula: {D_sim[0] / (1 + theta_example):.3f}")
print(f"D_T simulated/formula: {D_sim[1] / theta_example:.3f}")
print("NEGLECTED 1: elastic as frequent as exchange")
print(f"drift speed: {v_el:.1f} m/s")
print(f"T_L: {T_L_el:.0f} K")
print(f"T_T: {T_T_el:.0f} K")
print("NEGLECTED 2: constant cross section")
print(f"cold gas k T_L/(M v_d^2), simulated: {cs_ratio:.3f}")
print(f"cold gas, pi/2 - 1: {np.pi / 2 - 1:.3f}")
print(f"matched cross section: {sigma * 1e4:.2e} cm2")
print(f"warm gas drift speed: {w_drift * v_d:.0f} m/s")
print(f"warm gas T_L: {w_T_L * field_T:.0f} K")
print(f"warm gas T_T: {w_T_T * field_T:.0f} K")
print("all tests passed")
```

Running it gives:

```
INPUTS
ion and atom mass: 40 u
pressure: 0.1 Torr
gas temperature: 300 K
field: 10 V/cm
tube length: 5 cm
exchange rate coefficient: 1.0e-09 cm3/s
DRIFT
gas density: 3.219e+15 cm^-3
reduced field E/N: 311 Td
exchange frequency: 3.219e+06 s^-1
drift speed v_d: 749.4 m/s
mean flight v_d/nu: 0.233 mm
transit time: 66.7 us
exchanges per transit: 215
tube voltage: 50 V
TEMPERATURES
M v_d^2: 0.2328 eV
M v_d^2 / k: 2702 K
directed energy M v_d^2/2: 0.1164 eV
k T_g: 0.0259 eV
k T_g/(M v_d^2): 0.1110
longitudinal T_L: 3002 K
transverse T_T: 300 K
scalar T_s: 1201 K
SWARM SPREAD (rms, at mean transit time)
sideways, true: 1.61 mm
sideways, from T_s: 3.22 mm
along field, true: 5.09 mm
along field, from T_s: 3.22 mm
COLD GAS: TRUE LAW AND SCALAR MAXWELLIAN
finite-volume mean/v_d: 1.0001
finite-volume variance/v_d^2: 1.0001
ions above 3 v_d, finite volume: 4.98 %
ions above 3 v_d, exp(-3): 4.98 %
same, Maxwellian at T_s: 0.027 %
backward, Maxwellian at T_s: 4.16 %
SIMULATION: (T-T_g) over M v_d^2: L, T, trace
theta 0.000, elastic fraction 0.0: 0.998, 0.000, 0.998
theta 0.111, elastic fraction 0.0: 1.001, -0.000, 1.001
theta 0.300, elastic fraction 0.5: 0.810, 0.095, 1.001
theta 0.000, elastic fraction 1.0: 0.555, 0.222, 0.999
D_L simulated/formula: 1.008
D_T simulated/formula: 0.999
NEGLECTED 1: elastic as frequent as exchange
drift speed: 499.6 m/s
T_L: 1272 K
T_T: 414 K
NEGLECTED 2: constant cross section
cold gas k T_L/(M v_d^2), simulated: 0.569
cold gas, pi/2 - 1: 0.571
matched cross section: 8.17e-15 cm2
warm gas drift speed: 665 m/s
warm gas T_L: 1756 K
warm gas T_T: 303 K
all tests passed
```
